# Midgap evanescent decay in a cation-anion chain

## 1. Decay in the infinite chain

### A chain that halves the amplitude at every atom

Take a long row of alternating cations and anions. An electron on a cation has energy $+D$, an electron on an anion has energy $-D$, and it can hop between neighbours with matrix element $-t$. Let $D=\tfrac32 t$, and look for a wave function with energy zero, halfway between the two onsite energies.

Let $c_n$ be the amplitude on atom $n$, with cations at even $n$. At zero energy the equation for each atom says that its onsite energy times its own amplitude equals $t$ times the sum of the two neighbouring amplitudes. For the present value of $D$,

$$
\pm\tfrac32\,c_n=c_{n+1}+c_{n-1},\tag{1}
$$

with the upper sign on cations. Start with $c_0=1$ and try the sequence

$$
1,\quad -\tfrac12,\quad -\tfrac14,\quad +\tfrac18,\quad +\tfrac1{16},\ \ldots\tag{2}
$$

At the anion $n=1$ the left side of (1) is $-\tfrac32(-\tfrac12)=\tfrac34$, and the right side is $-\tfrac14+1=\tfrac34$. At the cation $n=2$ the left side is $\tfrac32(-\tfrac14)=-\tfrac38$, and the right side is $\tfrac18-\tfrac12=-\tfrac38$. The next two atoms repeat these two equations with both sides multiplied by $-\tfrac14$, so the sequence continues indefinitely.

The magnitude is halved at each atom, although the onsite energy changes sign from one atom to the next. The signs repeat after four atoms. The factor of two solves $2-\tfrac12=\tfrac32$: a number minus its reciprocal equals $D/t$. If the number is written as $e^{x}$, this condition is $2\sinh x=D/t$, which is where the inverse hyperbolic sine comes from.

### The model and the midgap solution

The general chain has neighbouring atoms a distance $b$ apart, so that its period is $2b$. One orbital per atom is kept, the orbitals are orthonormal, and $D$ and $t$ are positive. The electron moves independently in a fixed potential. Projecting the Schrödinger equation on the orbital of atom $n$ gives

$$
(E-\varepsilon_n)\,c_n=-t\,(c_{n+1}+c_{n-1}),\qquad \varepsilon_n=(-1)^nD .\tag{3}
$$

The energy $E$ is measured from the mean of the two onsite energies. The signs chosen for $D$ and $t$ cost no generality. Reversing the sign of $D$ moves the chain by one atom. Reversing the sign of $t$ is undone by changing the sign of $c_n$ on every second atom. Decay constants therefore depend on the magnitudes of $D$ and $t$.

Let $\kappa$ be the decay constant of the amplitude and $x=\kappa b$ the decay per atom. The sign pattern in (2) obeys

$$
s_n=(-1)^n s_{n-1},\qquad s_0=1 .\tag{4}
$$

Applying this rule twice gives $s_{n+1}=(-1)^{n+1}(-1)^n s_{n-1}=-s_{n-1}$. To treat all energies in the gap together, allow different amplitudes on the two kinds of atom:

$$
c_n=s_n e^{-nx}\times
\begin{cases}A,& n\ \text{even (cation)}\\ B,& n\ \text{odd (anion)}.\end{cases}\tag{5}
$$

For even $n$, rule (4) gives $s_{n-1}=s_n$ and $s_{n+1}=-s_n$. Inserting (5) in (3) and dividing by $s_ne^{-nx}$ yields

$$
(E-D)A=-tB\,(-e^{-x}+e^{x})
\;\Rightarrow\;
(D-E)A=2t\sinh x\;B .\tag{6}
$$

For odd $n$ the signs are the other way round, $s_{n-1}=-s_n$ and $s_{n+1}=s_n$, so that

$$
(E+D)B=-tA\,(e^{-x}-e^{x})
\;\Rightarrow\;
(D+E)B=2t\sinh x\;A .\tag{7}
$$

Multiplying (6) by (7) and cancelling $AB$ gives the decay at any energy in the gap:

$$
\sinh^2(\kappa b)=\frac{D^2-E^2}{4t^2},\qquad |E|<D .\tag{8}
$$

At midgap, $E=0$, the positive root is

$$
\boxed{\;\kappa=\frac1b\,\sinh^{-1}\!\left(\frac{D}{2t}\right)\;}\tag{9}
$$

The right side of (8) is largest at $E=0$, and $\sinh^2x$ increases with positive $x$. Within the gap, the decay is therefore fastest at midgap.

Two conventions affect the way (9) is quoted. If the period $a=2b$ is used as the length, the prefactor is $2/a$. The density $|c_n|^2$ decays with $2\kappa$, and the amplitude with $\kappa$.

Dividing (6) by (7) gives the relative weight of the two sublattices,

$$
\frac{B^2}{A^2}=\frac{D-E}{D+E}.\tag{10}
$$

At midgap the weights are equal and one exponential runs through all atoms, as in (2). Nearer the conduction band the cations carry more weight. The magnitude then alternates about its exponential envelope, while the decay over a full period remains $e^{-2x}$.

Equation (3) fixes $c_{n+1}$ from the two preceding amplitudes, so at each energy it has two independent solutions. One is (5) with positive $x$. The other has $x$ and $B$ reversed in sign, which leaves (6) and (7) satisfied, and it grows to the right. Every nonzero combination diverges at one or both ends of an infinite chain. These solutions become physical when the chain ends, meets an electrode or contains a defect.

### Connection with the energy bands

An extended state has amplitude $Ae^{iknb}$ on cations and $Be^{iknb}$ on anions. Equation (3) then becomes

$$
(E-D)A=-2t\cos(kb)\,B,\qquad (E+D)B=-2t\cos(kb)\,A .\tag{11}
$$

The product of the two equations is the band relation

$$
E^2=D^2+4t^2\cos^2(kb).\tag{12}
$$

For real $k$ the right side lies between $D^2$ and $D^2+4t^2$. The conduction band runs from $D$ to $\sqrt{D^2+4t^2}$, the valence band is its mirror image, and the gap is $2D$. The two edges face each other at $kb=\pi/2$, the zone boundary for period $2b$.

Inside the gap (12) requires $\cos^2(kb)$ to be negative, so $\cos(kb)$ must be purely imaginary. With $kb=\alpha+ix$,

$$
\cos(\alpha+ix)=\cos\alpha\cosh x-i\sin\alpha\sinh x .\tag{13}
$$

Since $\cosh x$ is never zero, the real part vanishes when $\cos\alpha=0$. Taking $\alpha=\pi/2$ gives $\cos(kb)=-i\sinh x$, and (12) becomes $E^2=D^2-4t^2\sinh^2x$, which is (8). The evanescent states thus leave the real band structure at the zone boundary and join the top of the valence band to the bottom of the conduction band. The fixed real part $\pi/2$ supplies the sign pattern with period four.

### Limits and simpler estimates

Since $\sinh^{-1}u=\ln(u+\sqrt{1+u^2})$, strong ionicity, $D\gg2t$, gives

$$
\kappa b\simeq\ln\frac{D}{t},\qquad e^{-\kappa b}\simeq\frac tD .\tag{14}
$$

Each further atom then costs one hop $t$ divided by the energy mismatch $D$. In the opposite limit, $D\ll2t$, the inverse hyperbolic sine equals its argument to leading order:

$$
\kappa\simeq\kappa_{\rm lin}=\frac{D}{2tb}.\tag{15}
$$

The decay length $1/\kappa$ is now many atoms long, and the discreteness of the chain no longer matters. At $D=0$ the gap closes and the decay vanishes.

An effective-mass estimate starts from the conduction-band edge. Put $kb=\pi/2+qb$, so that $\cos(kb)=-\sin(qb)$. For small $qb$, (12) gives

$$
E\simeq\sqrt{D^2+4t^2b^2q^2}\simeq D+\frac{2t^2b^2}{D}q^2 .\tag{16}
$$

Equating the last term to $\hbar^2q^2/(2m^*)$ yields

$$
m^*=\frac{\hbar^2D}{4t^2b^2}.\tag{17}
$$

A one-band parabolic barrier of height $D$, which is the distance from midgap to the conduction band, then has

$$
\kappa_{\rm par}=\frac{\sqrt{2m^*D}}{\hbar}=\frac{D}{\sqrt2\,tb}=\sqrt2\,\kappa_{\rm lin}.\tag{18}
$$

The factor $\sqrt2$ comes from leaving out the valence band. In $D^2-E^2=(D-E)(D+E)$ the second factor is $2D$ at the conduction-band edge and $D$ at midgap. The parabola keeps the edge value $2D$ everywhere, which doubles $\kappa^2$ at midgap. The estimate remains too large by $\sqrt2$ even when $D/t$ is small.

### Changes in the chain

Three assumptions can be relaxed without losing a closed formula.

First, let neighbouring orbitals have an overlap $S$. The hopping term $-t$ in (3) is replaced by $-(t+ES)$. At $E=0$ the overlap drops out, so (9) is unchanged, provided that $t$ is the matrix element defined with this zero of energy.

Second, let the bonds alternate, with hoppings $t_1$ and $t_2$, as happens when one sublattice is displaced along the chain. A cation is then coupled to the anion on its right through $t_1$ and to the one on its left through $t_2$. The Bloch coupling $2t\cos(kb)$ is replaced by $t_1e^{ikb}+t_2e^{-ikb}$ in one equation of (11) and by its counterpart with $k\to-k$ in the other. Their product is

$$
E^2-D^2=t_1^2+t_2^2+2t_1t_2\cos(2kb).\tag{19}
$$

With $kb=\pi/2+ix$ one has $\cos(2kb)=-\cosh(2x)$. At $E=0$,

$$
\cosh(2\kappa b)=\frac{D^2+t_1^2+t_2^2}{2t_1t_2}.\tag{20}
$$

For $t_1=t_2=t$ this reads $\cosh(2x)=1+D^2/(2t^2)$. Because $\cosh(2x)=1+2\sinh^2x$, it agrees with (9). Formula (20) is unchanged when $t_1$ and $t_2$ are exchanged, so in this model the two opposite displacements have the same bulk decay.

Third, add a hopping $-t_c$ between successive cations. It changes the cation energy from $D$ to $D-2t_c\cos(2kb)$. At $E=0$ the product of the two onsite terms must equal the squared coupling:

$$
-D\,[D-2t_c\cos(2kb)]=4t^2\cos^2(kb)=2t^2[1+\cos(2kb)].\tag{21}
$$

Substituting $\cos(2kb)=-\cosh(2x)$ gives $-D^2-2t_cD\cosh(2x)=2t^2-2t^2\cosh(2x)$. Collecting the hyperbolic terms,

$$
\cosh(2\kappa b)=\frac{D^2+2t^2}{2t^2-2t_cD},\qquad t_cD<t^2 .\tag{22}
$$

The stated condition keeps the denominator positive; the parameters must also make the right side at least one. The cation energy at $kb=\pi/2$ has moved to $D+2t_c$, so $E=0$ is no longer the centre of the gap. Equation (22) holds the energy fixed, and its change of $\kappa$ includes the effect of that moving edge.

## 2. Films, fields and traps

### Results carried forward

The atoms are spaced by $b$, have onsite energies $\pm D$ and are coupled by $-t$. The energy $E$ is measured from midgap, and $x=\kappa b$ is the amplitude decay per atom. The results needed here are $\sinh^2(\kappa b)=(D^2-E^2)/(4t^2)$ from (8), its midgap value $\kappa=b^{-1}\sinh^{-1}(D/2t)$ from (9), and the sign rule $s_n=(-1)^ns_{n-1}$ from (4). Below, $x$ without an energy argument is the midgap value.

### A film of $N$ atoms

Number the atoms of the film from 1 to $N$ and let the first be a cation. At $E=0$ the matrix $E-H$ has diagonal elements $-\varepsilon_n=(-1)^nD$ and off-diagonal elements $+t$. Expanding its determinant $P_N$ along the last row gives

$$
P_N=(-1)^ND\,P_{N-1}-t^2P_{N-2},\qquad P_0=1,\quad P_1=-D .\tag{23}
$$

Write $P_N=s_Nt^Ng_N$. Since $(-1)^Ns_{N-1}=s_N$ and $s_{N-2}=-s_N$, both terms acquire the same sign. With $D/t=2\sinh x$,

$$
g_N=2\sinh x\;g_{N-1}+g_{N-2},\qquad g_0=1,\quad g_1=2\sinh x .\tag{24}
$$

A trial solution $r^N$ requires $r^2-2r\sinh x-1=0$, whose roots are $e^x$ and $-e^{-x}$. Fitting the two starting values gives

$$
g_N=\frac{e^{(N+1)x}+(-1)^Ne^{-(N+1)x}}{2\cosh x}.\tag{25}
$$

The end-to-end element of $G=(E-H)^{-1}$ is a cofactor divided by $P_N$. Removing the first row and last column, or the reverse, leaves a triangular matrix with $t$ on its diagonal. Hence $|G_{1N}|=t^{N-1}/|P_N|=1/(tg_N)$, which falls as $e^{-Nx}$.

### Transmission between contacts

Attach to each end a uniform lead with hopping $-\tau$, joined to the film by $-v$. Place the centre of the lead band at the energy considered. A lead wave then changes phase by $\pi/2$ per site. On the left, number the lead sites $j\le0$ and write $\psi_j=\mathcal A\,i^{\,j}+\mathcal B\,i^{-j}$. The equation at $j=0$ contains $vc_1$ where an unbroken lead would have $\tau\psi_1$, so

$$
\tau(i\mathcal A-i\mathcal B)=vc_1
\;\Rightarrow\;
\psi_0=\mathcal A+\mathcal B=2\mathcal A+\frac{iv}{\tau}c_1 .\tag{26}
$$

Inserting $\psi_0$ in the equation for atom 1 gives

$$
\left(E-\varepsilon_1+\tfrac i2\Gamma\right)c_1+tc_2=-2v\mathcal A,\qquad \Gamma=\frac{2v^2}{\tau}.\tag{27}
$$

The right contact adds the same term $i\Gamma/2$ to atom $N$, without a source. Therefore $|c_N|=2v|\mathcal A||G_{1N}|$, where $G$ now includes both contact terms. The same matching on the right gives an outgoing wave of magnitude $v|c_N|/\tau$. The leads have equal velocities, so

$$
T=\left(\frac{v|c_N|}{\tau|\mathcal A|}\right)^2=\Gamma^2|G_{1N}|^2 .\tag{28}
$$

For leads with a very wide band, $\Gamma$ may be treated as independent of energy.

The determinant is linear in each diagonal element. With $\gamma=\Gamma/(2t)$, it becomes $P_{1\ldots N}+i\gamma t(P_{1\ldots N-1}+P_{2\ldots N})-\gamma^2t^2P_{2\ldots N-1}$, where the indices name the atoms retained. A chain that begins with an anion has $D$ reversed, which multiplies its determinant by $-1$ if its length is odd and by $+1$ if it is even. For even $N$ the two middle terms cancel, and the magnitude is $t^N(g_N+\gamma^2g_{N-2})$. For odd $N$ they add, and the magnitude is $t^N|g_N-\gamma^2g_{N-2}\pm2i\gamma g_{N-1}|$. In a long film $g_{N-1}\simeq e^{-x}g_N$. The second expression then contains $|(1\pm i\gamma e^{-x})^2|=1+\gamma^2e^{-2x}$, the same factor as the first. For either parity,

$$
T\simeq\left[\frac{\Gamma}{t}\,\frac{1+e^{-2x}}{1+\gamma^2e^{-2x}}\right]^2e^{-2Nx}.\tag{29}
$$

The contacts alter the prefactor. The decay with thickness remains $2\kappa$.

### Numbers for a 10 nm film

Take $D=2.8$ eV, $t=1.5$ eV and $b=0.21$ nm. These are round model parameters in the rough regime of a hafnia film. Then $D/(2t)=2.8/3.0=0.933$ and $x=\sinh^{-1}(0.933)=0.833$, so

$$
\kappa=\frac{0.833}{0.21\ \text{nm}}=3.97\ \text{nm}^{-1}=3.97\times10^7\ \text{cm}^{-1}.\tag{30}
$$

The amplitude decay length is 0.252 nm. Each atom multiplies the amplitude by 0.435 and the density by 0.189.

The band-edge mass (17) is 0.54 electron masses. The linear estimate (15) gives $4.44\ \text{nm}^{-1}$, 12% above (30), and the parabolic estimate (18) gives $6.29\ \text{nm}^{-1}$, 58% above it. A one-band parabola fitted to the band edge is therefore a poor guide to midgap tunnelling here.

For 48 atoms, $Nb=10.08$ nm and $e^{-2Nx}=10^{-34.75}$. With $\Gamma=2$ eV, $\gamma^2=0.444$ and the bracket in (29) is $1.333\times1.189/1.084=1.46$. Its square is 2.1, so $T=10^{-34.4}$.

Changes in the chain matter through the exponent. A 10% bond alternation, $t_{1,2}=1.5(1\pm0.1)$ eV, raises $\kappa$ by 0.9% according to (20), which lowers the exponential factor of this film by 0.3 decades. A cation-cation hopping $t_c=+0.1$ eV raises it by 8.5% at fixed $E=0$, and $t_c=-0.1$ eV lowers it by 7.6%. With the contacts used above, the transmission of the 48-atom film falls by 2.8 decades in the first case and rises by 2.5 decades in the second.

### Electrode level and applied field

An electrode need not place its Fermi level at midgap. Let it lie 0.8 eV higher, so that the barrier to the conduction band is 2.0 eV. Equation (8) gives $\sinh^2x=(7.84-0.64)/9=0.80$ and $\kappa=3.83\ \text{nm}^{-1}$. The exponential factor becomes $10^{-33.55}$, about one decade above its midgap value.

A field $F$ tilts the onsite energies. At distance $z$ from the emitting electrode, the electron's energy relative to the local midgap is $E+eFz$. If this changes little over one period, the growing solution of the site recursion follows the local one, and the logarithms of the successive growth factors add. To leading order in the slow variation,

$$
T\sim e^{-\mathcal S},\qquad
\mathcal S=2\int_0^{Z}\kappa(E+eFz)\,dz ,\tag{31}
$$

where $Z$ is the film thickness or, if smaller, the turning point $(D-E)/(eF)$ at which the electron enters the conduction band. Prefactors are omitted. The formula also requires that the electron stay below the top of the conduction band, $\sqrt{D^2+4t^2}=4.10$ eV above the local midgap, until it reaches the far contact. Beyond that top it would meet a second forbidden region.

At 1 MV/cm, or 0.1 V/nm, the film drops 1.01 V. Numerical integration of (31) from the 0.8 eV level gives $10^{-31.1}$. At 3 MV/cm the turning point is at $2.0/0.3=6.67$ nm, inside the film, and the factor is $10^{-16.8}$. With the electrode level held fixed, the larger field raises the zero-field factor by nearly 17 decades. It shortens the barrier and lowers $\kappa$ along the part that remains. The band edge first reaches the far contact at $2.0\ \text{V}/10.08\ \text{nm}$, or 1.98 MV/cm.

### Thermal emission

At small bias the current is proportional to $\int T(E)(-f')\,dE$, where $f$ is the Fermi function. States above a barrier $W\gg k_BT_{\rm e}$ contribute at most about $e^{-W/k_BT_{\rm e}}$, since $T\le1$ in one channel; $T_{\rm e}$ is the temperature. For $W=2.0$ eV this factor is $10^{-33.6}$ at 300 K and $10^{-28.2}$ at 358 K. At zero field, tunnelling and emission thus have almost equal exponential factors at 300 K for these parameters, while emission has the larger one at 358 K.

At 3 MV/cm the film drops about 3 V, so the bias is no longer small. The weight $-f'$ is then replaced by the Fermi function $f$ of the emitting electrode, which has the same exponential fall above its Fermi level. An intermediate energy might now be favoured. When the turning point lies inside the film and the top of the band is not reached, changing the variable in (31) to energy gives

$$
\mathcal S(E)=\frac{2}{eF}\int_E^D\kappa(E')\,dE',\qquad
\frac{d\mathcal S}{dE}=-\frac{2\kappa(E)}{eF}.\tag{32}
$$

At the electrode level the exponent falls by $2\times3.83/0.3=25.5$ per eV. The thermal cost rises by $1/k_BT_{\rm e}=38.7$ per eV at 300 K and 32.4 per eV at 358 K. Because $\kappa$ decreases towards the band edge, the gain is smaller still at higher energy. Electrons that start above 1.08 eV also pass the top of this narrow model band inside the film, which reduces their transmission further. At 3 MV/cm, tunnelling near the Fermi level therefore has the largest exponential factor at both temperatures. This conclusion is tied to the field, because the gain in (32) grows as $1/F$. At 2 MV/cm it is $2\times3.83/0.2=38.3$ per eV, which nearly equals the thermal cost at 300 K and exceeds it at 358 K, so there thermally excited electrons tunnelling from higher energies take over. At 1 MV/cm and 358 K the Boltzmann factor $10^{-28.2}$ already exceeds the tunnelling factor $10^{-31.1}$.

The image force also lowers the barrier. A charge at distance $z$ from a metal is attracted by its image at distance $2z$. Integrating that force gives the energy $-K/(4\epsilon z)$, where $K=e^2/(4\pi\epsilon_0)=1.44$ eV nm and $\epsilon$ is the optical permittivity. The sum $K/(4\epsilon z)+eFz$ is smallest where its two terms are equal, and this minimum is the lowering:

$$
\Delta W=\sqrt{\frac{K\,eF}{\epsilon}} .\tag{33}
$$

With a rough $\epsilon=4$ and 3 MV/cm, $\Delta W=\sqrt{1.44\times0.3/4}=0.33$ eV. This raises the upper bound on the emission factor by 5.5 decades at 300 K. The resulting $10^{-28.1}$, which assumes full transmission above the barrier, is still far below the tunnelling factor, which was calculated without image lowering.

### A trap in the middle

Raise the onsite energy of one anion to $\varepsilon_d$ and seek a midgap state that decays on both sides. By (4), the amplitude beside an anion is $+e^{-x}$ times its own. The equation for the defect atom is $-\varepsilon_d=-2te^{-x}$, so

$$
\varepsilon_d=2te^{-x}=1.30\ \text{eV}.\tag{34}
$$

The fraction of the state on the defect is the reciprocal of $1+2\sum_{n\ge1}e^{-2nx}=\coth x$, or $\tanh x$.

Now put this defect at the centre of a film of odd length $N$ whose neighbouring and end atoms are cations. Each arm has $m=(N-1)/2$ atoms. The defect amplitude $c_0$ drives an arm with source $tc_0$. The arm determinant, with one contact, has magnitude $t^m\sqrt{g_m^2+\gamma^2g_{m-1}^2}$, so its end amplitude obeys

$$
|c_{\rm end}|^2=\frac{|c_0|^2}{g_m^2+\gamma^2g_{m-1}^2}.\tag{35}
$$

Probability leaves each end at the rate $\Gamma|c_{\rm end}|^2/\hbar$. The full level width $w$ is $\hbar$ times the total loss rate of the normalized state. With $|c_0|^2=\tanh x$ and (25) for long arms,

$$
w\simeq\frac{4\Gamma\sinh(2x)}{1+\gamma^2e^{-2x}}\,e^{-(N+1)x}.\tag{36}
$$

The exponent is half that of direct transmission, because the electron has to tunnel through only half the film at a time.

The finite arms and their contacts shift the level from midgap to an energy $E_r$, by an amount that falls with thickness as $e^{-Nx}$ and can be comparable with $w$. Near the level, $G_{1N}$ has magnitude $|c_1c_N|/|E-E_r+iw/2|$. Each end contributes half the width, $\Gamma|c_1|^2=\Gamma|c_N|^2=w/2$. Equation (28) gives

$$
T=\frac{(w/2)^2}{(E-E_r)^2+(w/2)^2},\qquad \int T\,dE=\frac{\pi w}{2}.\tag{37}
$$

For 47 atoms, $w=8.0\times10^{-17}$ eV and the integral is $1.3\times10^{-16}$ eV. Direct midgap transmission through the same length, multiplied by $k_BT_{\rm e}$ at 300 K, is $5.2\times10^{-36}$ eV. The ratio is $10^{19.4}$. With both Fermi levels at midgap, the thermal weight at the resonance is $1/(4k_BT_{\rm e})$, so the ratio of small-bias currents is four times smaller, still nearly 19 decades.

### Relation to a hafnia capacitor

Ferroelectric hafnia capacitors can have films about 10 nm thick, a gap of roughly 6 eV and switching fields of order 1 MV/cm, with operation at a few MV/cm. The thickness, gap and fields used here lie in that range. The hopping and the 2 eV barrier are model choices. Real hafnia has several orbitals per atom, transverse momentum and a three-dimensional bond network, so (30) is not a computed decay constant of the material. Among the assumptions whose effect was estimated here, the absence of defects matters most: one ideally placed trap changes the low-bias result by about 19 decades. That figure refers to a coherent level aligned with the Fermi level. Charging of the trap and its coupling to phonons are left out and can change it greatly. Formula (9) therefore describes direct tunnelling through the ideal model chain at low field, with the electrode level at midgap. It should not be used by itself to predict the leakage of a device.
